# Peak shift with initial coverage in second-order thermal desorption

**Q.** You put atoms on a surface, heat it steadily and record the molecules that come off. I am told that for recombining atoms the peak moves when the initial coverage changes. Why should it? The bond to the surface is the same for every atom.

**A.** Let us fix the model first. The coverage $\theta$ is the number of adsorbed atoms per surface site, in monolayers (ML). Atoms move about freely, meet in pairs and leave as molecules. In the mean-field description the number of pairs is proportional to $\theta^2$, so

$$\frac{d\theta}{dt}=-\nu\,\theta^2e^{-E/kT},\qquad T=T_0+\beta t .$$

Here $E$ is the desorption energy, meaning the activation energy for a pair to recombine and leave rather than the binding energy of one atom, $\nu$ the prefactor and $\beta$ the heating rate, all constant. No atoms arrive during the ramp. The equation counts atoms; the molecular flux is half the atomic loss. If the pump removes gas quickly, the pressure signal is proportional to that flux, and the factor of one half changes the height of the peak but not its position.

The bond is indeed the same for every atom. The chance of finding a partner is not, and it is the partner that brings the coverage in.

**Q.** Then solve it. I do not want a peak temperature that contains the unknown coverage at the peak.

**A.** Since $dT=\beta\,dt$, dividing the rate equation by $\beta$ gives the loss per kelvin,

$$r(T)\equiv-\frac{d\theta}{dT}=\frac{\nu}{\beta}\theta^2e^{-E/kT}.$$

With $\beta$ constant, the loss per kelvin and the loss per second peak at the same temperature. Divide by $\theta^2$ and use $d(1/\theta)/dT=-\theta^{-2}d\theta/dT$:

$$\frac{d}{dT}\frac1\theta=\frac{\nu}{\beta}e^{-E/kT}.$$

The right side no longer contains $\theta$. Integrating from $T_0$, where $\theta=\theta_0$, gives

$$\frac1\theta=\frac1{\theta_0}+\frac{\nu}{\beta}\,[I(T)-I(T_0)],\qquad I(T)=\int_0^Te^{-E/kT'}dT'. \tag{1}$$

For the peak, take the logarithm of the rate, $\ln r=\ln(\nu/\beta)+2\ln\theta-E/kT$, and differentiate:

$$\frac{d\ln r}{dT}=\frac{2}{\theta}\frac{d\theta}{dT}+\frac{E}{kT^2}
=\frac{E}{kT^2}-\frac{2\nu}{\beta}\theta e^{-E/kT}. \tag{2}$$

The first term is the relative growth of the Arrhenius factor per kelvin. The second is twice the fractional loss of atoms per kelvin, the two coming from the square of the coverage. At an interior peak they balance.

To remove $\theta$, take the factor $(E/kT^2)\theta$ out of equation (2):

$$\frac{d\ln r}{dT}=\frac{E}{kT^2}\,\theta\left[\frac1\theta-\frac{2\nu}{\beta}\frac{kT^2}{E}e^{-E/kT}\right].$$

Now insert equation (1) for $1/\theta$ inside the bracket:

$$\frac{d\ln r}{dT}=\frac{E}{kT^2}\,\theta\left[\frac1{\theta_0}-\frac{\nu}{\beta}F(T)\right],$$

$$F(T)=\frac{2kT^2}{E}e^{-E/kT}-I(T)+I(T_0). \tag{3}$$

The factor in front is positive, so the peak temperature $T_p$ obeys

$$F(T_p)=\frac{\beta}{\nu\theta_0}. \tag{4}$$

Only the initial coverage appears.

**Q.** That equation might have several solutions, or none.

**A.** Differentiate $F$, writing $x=E/kT$. The product rule gives

$$\frac{d}{dT}\left(T^2e^{-E/kT}\right)=\left(2T+\frac Ek\right)e^{-x}.$$

Multiplication by $2k/E$ turns this into $(4/x+2)e^{-x}$. The integral contributes $-I'(T)=-e^{-x}$, and $I(T_0)$ is constant. Hence

$$F'(T)=\left(1+\frac4x\right)e^{-x}>0. \tag{5}$$

$F$ rises strictly, and it grows without limit because $F'$ does not fall to zero at high temperature. If $F(T_0)<\beta/(\nu\theta_0)$, there is one solution above $T_0$. The bracket in equation (3) changes there from positive to negative, so the solution is a maximum. If $F(T_0)\ge\beta/(\nu\theta_0)$, the rate falls from the start of the ramp and there is no interior peak.

**Q.** And the direction of the shift?

**A.** Raise $\theta_0$ with $\nu$, $E$, $\beta$ and $T_0$ held fixed. The right side of equation (4) falls, and because $F$ is increasing, $T_p$ must fall too. For the size, take the logarithm, $\ln F(T_p)=\ln(\beta/\nu)-\ln\theta_0$, and differentiate with respect to $\ln\theta_0$:

$$\frac{F'}{F}\frac{dT_p}{d\ln\theta_0}=-1
\quad\Rightarrow\quad
\frac{dT_p}{d\ln\theta_0}=-\frac{F(T_p)}{F'(T_p)}<0. \tag{6}$$

**Q.** I accept the sign, but I cannot see it physically. A denser layer simply has more to give. Why is its peak not just taller?

**A.** Compare two layers, $H$ with high and $L$ with low initial coverage, in the same ramp. Put $G(T)=(\nu/\beta)[I(T)-I(T_0)]$, which is common to both. By equation (1) the ratio of their rates is

$$\frac{r_H}{r_L}=\frac{\theta_H^2}{\theta_L^2}=\left[\frac{1/\theta_{0L}+G}{1/\theta_{0H}+G}\right]^2 .$$

At the cold end $G$ is small and the ratio is $(\theta_{0H}/\theta_{0L})^2$. In the hot tail $G$ dominates and the ratio tends to one: both layers approach $\theta\approx1/G$ and forget how they began. In between, the ratio falls steadily, since

$$\frac{d}{dG}\ln\frac{r_H}{r_L}=2\left(\frac{1}{1/\theta_{0L}+G}-\frac{1}{1/\theta_{0H}+G}\right)=2(\theta_L-\theta_H)<0 .$$

Now stand at the peak of the dilute layer. There $r_L$ is stationary while $r_H/r_L$ is falling, so $r_H$ is already falling. Its peak has passed, at a lower temperature.

The cause is the lifetime of an atom. The loss frequency per atom is $\nu\theta e^{-E/kT}$, which is proportional to the number of available partners. In a dense layer each atom finds a partner sooner, so the layer is depleted earlier in the ramp. The denser layer does give more at every temperature, but the relative gain is largest on the cold side.

**Q.** To convince me that the partners are responsible, take them away.

**A.** Let each atom leave alone, with $-d\theta/dT=(\nu/\beta)\theta e^{-E/kT}$. Then $\ln r$ contains $\ln\theta$ once, and the peak condition becomes

$$\frac{E}{kT_p^2}=\frac{\nu}{\beta}e^{-E/kT_p}.$$

No coverage is left in it. The lifetime at a given temperature is the same in a dense and a dilute layer, so a larger initial coverage scales the whole curve upward without moving it.

**Q.** Your second-order answer still contains an integral. How large is the shift in terms I can estimate?

**A.** Substitute $u=E/kT'$, so that $dT'=-(E/k)\,du/u^2$, and integrate by parts repeatedly:

$$I(T)=\frac Ek\int_x^\infty\frac{e^{-u}}{u^2}du
=\frac Ek\,e^{-x}\left(\frac1{x^2}-\frac2{x^3}+\frac6{x^4}-\cdots\right).$$

Because $E/(kx^2)=kT^2/E$, this can be written as

$$I(T)=\frac{kT^2}{E}e^{-x}s(x),\qquad s(x)=1-\frac2x+\frac6{x^2}-\cdots .$$

The series is asymptotic, useful for large $x$. The definition $s=x^2e^x\int_x^\infty e^{-u}u^{-2}du$ holds for any positive $x$.

For a cold start, $I(T_0)$ can be dropped. Equation (4) becomes

$$\frac{kT_p^2}{E}e^{-x_p}(2-s)=\frac{\beta}{\nu\theta_0}, \tag{7}$$

and equations (5) and (6) give

$$\frac{dT_p}{d\ln\theta_0}=-\frac{kT_p^2}{E}\,\frac{2-s}{1+4/x_p}
\approx-\frac{kT_p^2}{E}\left(1-\frac2{x_p}\right). \tag{8}$$

The last form uses $2-s\approx1+2/x_p$ and $1/(1+4/x_p)\approx1-4/x_p$, to first order in $1/x_p$. The scale of the shift is therefore $kT_p^2/E=T_p/x_p$ for each factor $e$ in coverage.

The coverage left at the peak follows as well. The balance in equation (2) reads $\beta/(\nu\theta_p)=2(kT_p^2/E)e^{-x_p}$. Dividing equation (7) by it gives

$$\frac{\theta_p}{\theta_0}=\frac{2-s}{2}=1-\frac s2\approx\frac12+\frac1{x_p}.$$

Slightly more than half of the layer is still present at the peak.

**Q.** Can I have the peak temperature itself without a numerical search?

**A.** To leading order, yes. Replace $2-s$ by 1 in equation (7) and use $kT_p^2/E=E/(kx_p^2)$:

$$x_p^2e^{x_p}=A,\qquad A=\frac{\nu\theta_0E}{k\beta}.$$

Take the positive square root and halve it: $(x_p/2)e^{x_p/2}=\sqrt A/2$. The Lambert function $W$ is defined by $We^W=z$, so $x_p=2W(\sqrt A/2)$ and

$$T_p\approx\frac{E}{2k\,W(\sqrt A/2)}. \tag{9}$$

The full equation has $A(2-s)$ in place of $A$. Since $2-s>1$, the true $x_p$ is larger and the true peak lies slightly below this estimate.

**Q.** Put numbers in. Choose a case where a plasma matters.

**A.** Take atomic hydrogen left on copper by a hydrogen plasma. Molecular hydrogen sticks poorly to copper, so a supply of atoms is an effective way to fill the surface. I use round, rough parameters: $E=0.70$ eV, $\nu=10^{12}$ s$^{-1}$, $\beta=2$ K/s and $T_0=150$ K. The plasma is off during the ramp. Direct integration of the rate equation gives these peaks:

| $\theta_0$ (ML) | $T_p$ (K) | $x_p$ | $\theta_p/\theta_0$ |
|---|---|---|---|
| 0.05 | 307.0 | 26.5 | 0.534 |
| 0.10 | 299.7 | 27.1 | 0.533 |
| 0.20 | 292.7 | 27.7 | 0.533 |
| 0.40 | 286.1 | 28.4 | 0.532 |

Equation (4) gives the same temperatures to the 0.01 K printed in the numerical output. An eightfold rise in coverage moves the peak by $-20.9$ K. The Lambert estimates lie 0.6 to 0.7 K too high, but most of that error cancels in the shift, for which they give $-21.0$ K.

For the local slope at 0.05 ML, $T_p/x_p=307.01/26.46=11.60$ K and $s=0.9319$. Equation (8) then gives

$$-11.60\ \mathrm K\times\frac{1.0681}{1+4/26.46}=-10.8\ \mathrm K$$

per factor $e$. At 0.40 ML the slope is $-9.4$ K. Multiplying these two slopes by $\ln8=2.08$ gives $-22.4$ and $-19.5$ K, which bracket the full shift.

The cold-start approximation is safe here. At 150 K, $E/kT$ is about 54, so $I(T_0)$ is smaller than $I(T_p)$ by a factor of about $2\times10^{-12}$ or less.

**Q.** Show me the lifetimes, since your explanation rests on them.

**A.** At 290 K, with each layer at its initial coverage, $1/(\nu\theta_0e^{-E/kT})$ is 29.2 s for 0.05 ML and 3.66 s for 0.40 ML, a ratio of eight. When the ramp reaches 290 K, the dilute layer still holds 86% of its atoms and the dense one 43%. The dense layer has passed its peak; the dilute one has 17 K to go.

The rate ratio behaves as derived. It is 64.0 at 200 K, the square of eight, and 1.03 at 360 K. With first-order loss and the same numerical $\nu$ and $E$, both coverages peak at 278.3 K.

**Q.** Could I mistake a change of heating rate for a change of coverage?

**A.** Yes, because equation (4) contains them only in the combination $\nu\theta_0/\beta$. With $T_0$ fixed, doubling both leaves the peak where it was: 0.20 ML at 4 K/s peaks at 299.7 K, as does 0.10 ML at 2 K/s. A coverage series must therefore be taken at one heating rate, or corrected for it.

The starting temperature matters too. For 0.40 ML at 2 K/s, an interior peak requires a start below 280.3 K. In the integration, a start 3 K below this limit gives a peak inside the ramp, and one 3 K above it gives a rate that is largest at the first instant.

**Q.** Suppose I have a good series. Can I get $E$ from it without knowing $\nu$?

**A.** Rearrange equation (7) and take the logarithm:

$$\ln(\theta_0T_p^2)=\ln\frac{\beta E}{\nu k}+\frac{E}{kT_p}-\ln(2-s).$$

A plot against $1/T_p$ has a slope close to $E/k$. The last term varies slowly: $\ln(2-s)\approx2/x$ has derivative $-2/x^2$ with respect to $x$, so the apparent energy is too high by a relative amount $2/x^2$ at leading order. The four peaks above return 0.7014 eV, an excess of 0.20% over the input 0.70 eV. The leading estimate is 0.27%. This error of method is small beside what happens if $E$ is not constant.

**Q.** That is my main objection. Adsorbed atoms interact, so $E$ depends on coverage. Does the downward shift survive?

**A.** Not in every case. Try the simplest law, $E(\theta)=E_0+a\theta$, with $E_0=0.70$ eV. Repulsion means $a<0$: crowding lowers the energy, which adds to the effect of the partners. With $a=-0.10$ eV/ML the shift between 0.05 and 0.40 ML grows from $-20.9$ to $-32.8$ K.

Attraction, $a>0$, works against it. A rough threshold comes from equating the initial loss frequencies per atom, $\nu\theta_0e^{-E(\theta_0)/kT}$, at one temperature:

$$a(\theta_{0H}-\theta_{0L})\approx kT\ln\frac{\theta_{0H}}{\theta_{0L}} .$$

At 290 K, $kT=0.025$ eV and the right side is 0.052 eV. Division by 0.35 ML gives $a\approx0.15$ eV/ML. This estimate ignores the fall of $a\theta$ as the layer empties. The integrated curves put the cancellation between 0.05 and 0.40 ML at 0.187 eV/ML, and at 0.237 eV/ML the 0.40 ML peak lies 5.4 K above the 0.05 ML one. The cancellation holds only for that pair: at 0.187 eV/ML the four peaks lie at 310.4, 306.2, 305.4 and 310.4 K, so the peak first moves down with coverage and then comes back.

So a downward shift does not by itself prove second-order kinetics, because repulsion lowers the peak temperature of a denser layer even when each atom leaves alone, and a missing shift does not disprove them. The linear law is itself only a model. Strong attraction may gather atoms into islands, and then $\theta^2$ no longer counts the pairs correctly.

**Q.** Hydrogen is light. Does tunnelling spoil the numbers?

**A.** It moves the peak more than it moves the shift. The Wigner correction multiplies the rate by $1+u^2/24$, where $u$ is the quantum of the barrier frequency divided by $kT$. For an assumed barrier wavenumber of 800 cm$^{-1}$, $u=4.1$ at the corrected 0.40 ML peak, near 281 K, and the factor is 1.70. The formula is meant for small $u$, so this is a rough size. A larger rate acts like a larger $\nu$, and $\nu$ enters together with $\theta_0$; the slope in equation (8) then predicts $-9.4\ln1.70\approx-5.0$ K. Integration with the temperature-dependent factor gives $-5.2$ K. The shift between the two extreme coverages becomes $-20.8$ K, almost unchanged. At this $u$ the Wigner form falls short of the full parabolic-barrier factor $(u/2)/\sin(u/2)$, of which it is the first term. That factor is about 2.4 here; it moves the 0.40 ML peak by $-8.5$ K and gives a shift of $-21.2$ K, so the conclusion is the same.

**Q.** And the apparatus? I measure pressure, not desorption.

**A.** A chamber of volume $V$ pumped at speed $S$ has a response time $\tau=V/S$. If the flux changes little during $\tau$, the pressure follows it with a delay $\tau$, which is $\beta\tau$ on the temperature axis. For 20 L and 100 L/s, $\tau=0.20$ s and the lag is 0.40 K at both extreme coverages, so it cancels in the shift.

Some gas may return to the surface. If a sample of area $A_s$ emits a flux $\Phi$, the steady gas density is $\Phi A_s/S$. Molecules with mean speed $\bar v$ strike unit area at $\bar v/4$ times this density. With sticking probability $\sigma$, the fraction readsorbed is $\sigma A_s\bar v/(4S)$. For 1 cm$^2$, gas at 300 K and an assumed $\sigma=10^{-3}$, it is $4\times10^{-4}$, which is negligible here.

**Q.** One assumption is left: that the atoms meet freely.

**A.** At the 0.40 ML peak an atom is lost at 0.099 s$^{-1}$. With an assumed hopping barrier of 0.20 eV and a prefactor of $10^{13}$ s$^{-1}$, it hops $3\times10^9$ times per second, or about $3\times10^{10}$ times in a lifetime. Diffusion is then no bottleneck, though fast hopping does not remove the correlations that interactions create.

**Q.** How far would you trust this for a real copper surface after a plasma?

**A.** I would trust the direction if interactions are weak or repulsive. The scale of roughly 10 K per factor $e$ needs more: $E$ must be nearly independent of coverage, and $E$ and $T_p$ must be near the values used. The parameters put desorption near room temperature, which is the right regime for hydrogen on copper, but an absolute peak position should not be read to better than tens of kelvin: $E$ and $\nu$ are only roughly known. The constant energy is an assumption to check with care: a repulsion of 0.10 eV/ML already changes the shift by 12 K, more than half its original size. Roughness, oxide residues and hydrogen below the surface would add sites with other energies, which this one-energy model does not describe.

## Calculated quantities

```
desorption energy E = 0.70 eV; prefactor nu = 1.0e+12 1/s
heating rate = 2.0 K/s; start temperature = 150 K
theta0 = 0.05 ML: Tp integrated = 307.01 K, formula = 307.01 K, Lambert = 307.72 K
  x = 26.46, s = 0.9319, theta_p/theta0 = 0.5341
  dTp/dln(theta0): integrated = -10.766 K, formula = -10.766 K
  peak atomic loss rate = 2.301e-03 ML/s
theta0 = 0.10 ML: Tp integrated = 299.71 K, formula = 299.71 K, Lambert = 300.38 K
  x = 27.10, s = 0.9334, theta_p/theta0 = 0.5333
  dTp/dln(theta0): integrated = -10.278 K, formula = -10.278 K
  peak atomic loss rate = 4.823e-03 ML/s
theta0 = 0.20 ML: Tp integrated = 292.75 K, formula = 292.75 K, Lambert = 293.37 K
  x = 27.75, s = 0.9348, theta_p/theta0 = 0.5326
  dTp/dln(theta0): integrated = -9.823 K, formula = -9.823 K
  peak atomic loss rate = 1.010e-02 ML/s
theta0 = 0.40 ML: Tp integrated = 286.09 K, formula = 286.09 K, Lambert = 286.67 K
  x = 28.39, s = 0.9361, theta_p/theta0 = 0.5319
  dTp/dln(theta0): integrated = -9.396 K, formula = -9.396 K
  peak atomic loss rate = 2.112e-02 ML/s
shift from 0.05 to 0.40 ML = -20.92 K; Lambert = -21.04 K
energy from ln(theta0 Tp^2) plot = 0.70143 eV; excess = 0.205 %
leading estimate of that excess, 2/x^2 = 0.266 %
theta0 = 0.05 ML: lifetime at 290 K and theta0 = 29.24 s; fraction left at 290 K in ramp = 0.8579
theta0 = 0.40 ML: lifetime at 290 K and theta0 = 3.66 s; fraction left at 290 K in ramp = 0.4302
rate ratio 0.40/0.05 ML: at 200 K = 64.00, at 360 K = 1.0302
first-order peaks, same nu and E: 278.26 K at 0.05 ML, 278.26 K at 0.40 ML
0.20 ML at 4.0 K/s: Tp = 299.71 K
highest start with an interior peak, 0.40 ML = 280.27 K
energy slope -0.10 eV/ML (repulsion): shift = -32.78 K
energy slope that cancels the shift = 0.187 eV/ML
energy slope 0.237 eV/ML: shift = +5.37 K
assumed barrier wavenumber = 800 1/cm; h nu/kT = 4.10
Wigner factor = 1.70; Tp change at 0.40 ML = -5.18 K
shift with Wigner factor = -20.76 K
chamber = 20 L; pump = 100 L/s; pump time = 0.20 s
peak lag: 0.401 K at 0.05 ML, 0.401 K at 0.40 ML
sample = 1 cm2; assumed sticking = 1e-03; readsorbed fraction = 4.4e-04
assumed hop barrier = 0.20 eV; hop prefactor = 1e+13 1/s
at 0.40 ML peak: hop rate = 3.0e+09 1/s, loss per atom = 0.0992 1/s
hops per atom lifetime = 3.0e+10
```
